# Spontaneous-emission factor of an in-band pumped erbium amplifier

**Setting.** An erbium-doped fibre amplifies light near 1530 nm. The ions occupy two groups of closely spaced levels: a lower manifold with density \(N_1\) and an upper manifold with density \(N_2\), where \(N_1+N_2=N\). Within each manifold the populations stay in thermal equilibrium. The upper manifold decays to the lower one with lifetime \(\tau\).

The pump is in-band: it lifts ions directly from the lower manifold into the upper one, so it can also stimulate emission. Its absorption and emission cross-sections are \(\sigma_{ap}\) and \(\sigma_{ep}\), with

\[
r=\frac{\sigma_{ep}}{\sigma_{ap}}=0.3 .
\]

The signal cross-sections are \(\sigma_{as}\) and \(\sigma_{es}\). Unless stated otherwise they are equal, \(\sigma_{as}=\sigma_{es}=\sigma_s\). The spontaneous-emission factor is the emission coefficient divided by the net gain coefficient,

\[
n_{sp}=\frac{\sigma_{es}N_2}{\sigma_{es}N_2-\sigma_{as}N_1},
\]

and is used where the denominator is positive, that is, where there is gain.

## Part (a): the inversion

*Let \(p\) be the pump absorption rate per lower-manifold ion times \(\tau\), and \(s\) the corresponding signal rate times \(\tau\). Find the steady upper fraction \(x=N_2/N\) and its least upper bound. Which additional light could lift \(x\) above that bound?*

**Answer.** Lower-manifold ions, a fraction \(1-x\), are raised at the rate \((p+s)/\tau\). Upper-manifold ions return by stimulated emission at the pump wavelength, at rate \(rp/\tau\), by stimulated emission at the signal wavelength, at rate \(s/\tau\), and by decay, at rate \(1/\tau\). In the steady state the two flows balance:

\[
(p+s)(1-x)=(rp+s+1)x .
\]

Collecting the terms in \(x\) gives

\[
x=\frac{p+s}{p(1+r)+2s+1}.
\]

To bound this, let several light fields \(k\) act, each with normalised absorption rate \(w_k\) and emission-to-absorption ratio \(r_k\). The total upward rate is \(U=\sum_k w_k\) and the total downward rate is \(D=\sum_k r_kw_k+1\), both in units of \(1/\tau\). If every \(r_k\ge r\), then \(D\ge rU+1>rU\), and therefore

\[
x=\frac{U}{U+D}<\frac{1}{1+r}\equiv x_{\max}=\frac{1}{1.3}=0.769 .
\]

The pump has \(r_k=r\) and the signal has \(r_k=1\), so both satisfy the condition. The bound is approached when \(p\to\infty\) at fixed \(s\), so it is the least upper bound. Physically, a strong pump drives the ions until pump absorption and pump-stimulated emission cancel, \(\sigma_{ap}N_1=\sigma_{ep}N_2\). Further pump power then passes through without raising more ions.

Only light with \(r_k<r\) could lift \(x\) above \(x_{\max}\). Such light is assumed absent from here on.

## Part (b): the local spontaneous-emission factor

*Show that \(n_{sp}\) cannot fall below about 1.43, and find how far above this value it lies at finite pump power.*

**Answer.** With equal signal cross-sections, \(\sigma_s\) cancels. Since \(N_2=xN\) and \(N_1=(1-x)N\),

\[
n_{sp}=\frac{N_2}{N_2-N_1}=\frac{x}{2x-1}.
\]

Gain requires \(x>1/2\). There

\[
\frac{dn_{sp}}{dx}=\frac{(2x-1)-2x}{(2x-1)^2}=-\frac{1}{(2x-1)^2}<0 ,
\]

so \(n_{sp}\) falls as \(x\) rises. Because \(x<1/(1+r)\),

\[
n_{sp}>\frac{1/(1+r)}{2/(1+r)-1}=\frac{1}{2-(1+r)}=\frac{1}{1-r}=\frac{1}{0.7}=1.4286 .
\]

This is the required floor. It is a limit that no finite pump power reaches.

For the distance from the floor, insert \(x\) from part (a). The common denominator cancels between \(x\) and \(2x-1\):

\[
n_{sp}=\frac{p+s}{2(p+s)-p(1+r)-2s-1}=\frac{p+s}{p(1-r)-1}.
\]

Gain therefore needs \(p>1/(1-r)\). This threshold has the same numerical value as the floor, but it is a normalised pump rate. Subtracting the floor gives

\[
n_{sp}-\frac{1}{1-r}
=\frac{(p+s)(1-r)-p(1-r)+1}{(1-r)[p(1-r)-1]}
=\frac{1+s(1-r)}{(1-r)[p(1-r)-1]}>0 .
\]

The excess falls as \(1/p\) for a strong pump and grows with \(s\), because the signal pulls \(x\) towards \(1/2\).

Two limits show the role of \(r\). If \(r\to0\), the pump cannot stimulate emission, inversion can approach completeness and the floor tends to 1. If \(r\to1\), the floor diverges; for \(r\ge1\) the denominator \(p(1-r)-1\) is negative at every pump power, and this signal sees no gain.

## Part (c): a whole amplifier

*The inversion varies along a real fibre, and some sections may even absorb. Show that the floor still holds for the noise at the output, provided the net gain \(G\) exceeds 1. Include a background loss \(\alpha\) per unit length.*

**Answer.** Consider one mode of the field: one polarisation and one time-frequency cell. Let \(e=\kappa x\) and \(a=\kappa(1-x)\) be the emission and absorption coefficients, where \(\kappa\) is the product of \(\sigma_s\), \(N\) and the overlap of the light with the doped core. The mean number \(n\) of noise photons obeys

\[
\frac{dn}{dz}=gn+e,\qquad g=e-a-\alpha,\qquad n(0)=0 .
\]

The term \(e\) without a factor \(n\) is spontaneous emission into the mode. A photon added at \(z\) is multiplied by the gain of the remaining fibre,

\[
T(z)=\exp\!\int_z^L g(z')\,dz' ,
\]

so the output noise is \(M=n(L)=\int_0^L e\,T\,dz\). Since \(dT/dz=-gT\), with \(T(0)=G\) and \(T(L)=1\),

\[
\int_0^L gT\,dz=T(0)-T(L)=G-1 .
\]

Now compare the two integrands:

\[
e-\frac{g}{1-r}
=\frac{\kappa[x(1-r)-(2x-1)]+\alpha}{1-r}
=\frac{\kappa[1-(1+r)x]+\alpha}{1-r}.
\]

The bracket is positive because \(x<1/(1+r)\), and \(\alpha\ge0\). Multiplying by the positive function \(T\) and integrating gives

\[
M>\frac{G-1}{1-r},\qquad\text{so}\qquad
n_{\rm eff}\equiv\frac{M}{G-1}>\frac{1}{1-r}\quad(G>1).
\]

No step required \(g\) to be positive at every \(z\), so absorbing sections are covered. As a numerical test, inversion profiles of 40 sections were drawn at random with \(x\) below \(x_{\max}\), some with background loss. Of these, 436 had a gain above 1.01, and the smallest \(n_{\rm eff}\) among them was 1.479.

When \(\alpha=0\) and \(g>0\) throughout, \(e=n_{sp}g\), and \(n_{\rm eff}\) is the average of the local \(n_{sp}\) with weight \(gT/(G-1)\). The stretch in which the signal first doubles takes \(T\) from \(G\) to \(G/2\). It carries the weight \((G/2)/(G-1)\), about one half at high gain, so the inversion near the input largely sets the noise.

## Part (d): the noise figure

*A coherent signal with mean photon number \(S\) enters the mode and is counted by an ideal detector after the amplifier. Find the noise factor \(F\), the ratio of input to output signal-to-noise ratio, for large \(S\). What does the floor imply?*

**Answer.** In a length \(dz\), a state with \(n\) photons gains one with probability \(e(n+1)dz\) and loses one with probability \((a+\alpha)n\,dz\). Let \(m=\langle n\rangle\) and \(Q=\langle n(n-1)\rangle\). A gain changes \(n(n-1)\) by \(2n\), and a loss changes it by \(-2(n-1)\). Hence

\[
\frac{dQ}{dz}=2e\langle n(n+1)\rangle-2(a+\alpha)Q=2gQ+4em ,
\]

where \(n(n+1)=n(n-1)+2n\) was used. The mean obeys \(dm/dz=gm+e\). A coherent input has Poisson statistics, so initially \(m=S\) and \(Q=S^2\). In this part let \(G\) and \(M\) denote the gain and noise accumulated up to \(z\), so that \(G'=gG\) and \(M'=gM+e\). The solution is

\[
m=GS+M,\qquad Q=G^2S^2+4GSM+2M^2 .
\]

Differentiating confirms the second expression:

\[
Q'=2gG^2S^2+4S(2gGM+eG)+4M(gM+e)=2gQ+4e(GS+M).
\]

The output variance is

\[
V=Q+m-m^2=GS(1+2M)+M(M+1).
\]

The input signal-to-noise ratio is \(S^2/S=S\), and the output ratio is \((GS)^2/V\). For \(S\) large enough that the last term of \(V\) is negligible,

\[
F=\frac{V}{G^2S}\to\frac{1+2M}{G}=2n_{\rm eff}\frac{G-1}{G}+\frac1G .
\]

At high gain and at the floor, \(F\to2\times1.4286=2.857\), which is \(10\log_{10}2.857=4.56\) dB. For \(r\to0\) the corresponding limit is 2, or 3.0 dB.

The value 4.56 dB is not a floor at low gain. For \(G=4\) with uniform \(x=x_{\max}\), \(M=3\times1.4286=4.286\) and \(F=(1+8.571)/4=2.393\). A direct numerical solution of the photon-number probabilities for this case gives the same \(M\) and \(F\).

## Part (e): wavelength and temperature

*Use thermal equilibrium within the manifolds to relate \(r\) to the photon energies. At 295 K, which pump wavelength corresponds to \(r=0.3\) if the signal cross-sections are equal at 1530 nm? How does the floor change for a signal at 1550 nm, or at another temperature?*

**Answer.** Let the lower levels have energies \(E_i\) and the upper levels energies \(\Delta+E'_j\), all equally degenerate. For one pair of levels, the cross-sections for absorption and stimulated emission are equal. The manifold cross-sections weight each pair by the thermal occupation of its starting level: \(b_i=e^{-E_i/kT}/Z_1\) for absorption and \(b'_j=e^{-E'_j/kT}/Z_2\) for emission. If the lines are narrow compared with \(kT/h\), a contributing pair has \(h\nu=\Delta+E'_j-E_i\), so

\[
\frac{b'_j}{b_i}=\frac{Z_1}{Z_2}e^{-(E'_j-E_i)/kT}
=\frac{Z_1}{Z_2}e^{(\Delta-h\nu)/kT}.
\]

This ratio is the same for all pairs contributing at \(\nu\). Hence

\[
\frac{\sigma_e(\nu)}{\sigma_a(\nu)}=e^{(\varepsilon-h\nu)/kT},\qquad
\varepsilon=\Delta+kT\ln\frac{Z_1}{Z_2}.
\]

Equal signal cross-sections mean \(h\nu_s=\varepsilon\), and then \(r=e^{-h(\nu_p-\nu_s)/kT}\). At 295 K, \(kT=25.42\) meV, so

\[
h(\nu_p-\nu_s)=25.42\ln(1/0.3)=30.61\ \text{meV}.
\]

Adding this to the 810.35 meV of a 1530 nm photon gives 840.96 meV, a pump wavelength of 1474.3 nm. In glass the lines can be several meV wide, so the relation is approximate there and measured cross-sections are the safer source of \(r\). An error of 10% in \(r\) changes the floor \(1/(1-r)\) by about 4%.

For unequal signal cross-sections, divide the numerator and denominator of \(n_{sp}\) by \(\sigma_{es}N_2\). A strong pump gives \(N_1/N_2\to r\), so the floor becomes

\[
n_{\min}=\frac{1}{1-r\,\sigma_{as}/\sigma_{es}}
=\frac{1}{1-e^{-h(\nu_p-\nu_s)/kT}} .
\]

The energy \(\varepsilon\) has cancelled. At 1550 nm the signal ratio \(\sigma_{es}/\sigma_{as}\) is 1.509, and the floor is \(1/(1-0.3/1.509)=1.248\). The value 1.43 therefore belongs to the wavelength of equal cross-sections and is not a bound for every erbium signal.

With both wavelengths held at 1474.3 and 1530 nm, the floor is 1.36 at 268 K and 1.55 at 343 K. The exponential in \(n_{\min}\) is the ratio of signal absorption to signal emission, \(\sigma_{as}N_1/(\sigma_{es}N_2)\), under a strong pump. At a fixed photon-energy difference \(h(\nu_p-\nu_s)>0\) it grows with \(kT\), so a warmer fibre has a higher floor.

These relations were tested on a model with levels at 0, 10 and 30.61 meV in each manifold. The pump joined the lowest lower level to the highest upper level, at \(10^5\) times the decay rate, with thermal exchange faster still. Solving its six rate equations at 295 K, with the signal joining the lowest level of the upper manifold to the lowest level of the lower one, gives \(n_{sp}=1.4286\).

## Part (f): a fibre amplifier

*A fibre has \(N=5\times10^{18}\) cm\(^{-3}\), doped area \(A=12\) µm\(^2\), overlap \(\Gamma=0.6\) for both wavelengths, \(\tau=10\) ms and length 8 m. The cross-sections are \(\sigma_{ap}=2.0\times10^{-21}\) cm\(^2\) and \(\sigma_s=5.0\times10^{-21}\) cm\(^2\). A 1 µW signal at 1530 nm enters together with the pump of part (e). Estimate \(n_{sp}\) at the input for 100 mW of pump, compare it with the whole fibre, and judge three neglected effects.*

**Answer.** The pump intensity in the doped core is \(\Gamma P/A\). Dividing by the photon energy, \(1.347\times10^{-19}\) J, and multiplying by \(\sigma_{ap}\tau\) gives, in SI units,

\[
p=\frac{\Gamma P\sigma_{ap}\tau}{A\,h\nu_p}
=\frac{0.6\times0.1\times2.0\times10^{-25}\times0.01}
{12\times10^{-12}\times1.347\times10^{-19}}=74.2 .
\]

The input signal has \(s\approx0.002\), which is negligible. Part (b) then gives

\[
n_{sp}=\frac{74.2}{0.7\times74.2-1}=1.457 .
\]

Integrating pump, signal and noise along the fibre, without background loss and without letting the amplified noise act back on the inversion, gives:

| Pump in (mW) | Gain (dB) | \(n_{\rm eff}\) | Noise figure (dB) |
|---:|---:|---:|---:|
| 10 | 18.3 | 1.823 | 5.57 |
| 30 | 25.0 | 1.530 | 4.85 |
| 100 | 27.1 | 1.457 | 4.64 |
| 1000 | 28.0 | 1.431 | 4.56 |

At 100 mW the fibre value agrees with the input estimate to the digits shown. The local \(n_{sp}\) rises only to 1.479 at the output, and the weighting in part (c) favours the input end. At 10 mW, where the pump is depleted more strongly, the input value is 1.770 against 1.823 for the fibre. At 1000 mW the remaining excess over the floor is about 0.2%. Raising the pump from 100 to 1000 mW lowers the noise figure by only 0.08 dB.

Three of the neglected effects have these sizes:

- **Amplified spontaneous emission.** Taking the gain as flat over a rough 10 nm band, its forward power is about 0.25 mW at 100 mW of pump. An equal backward power at the input raises the local \(n_{sp}\) there from 1.457 to 1.466. Letting both directions act on the inversion along the whole fibre raises \(n_{\rm eff}\) to 1.462 at 100 mW and to 1.837 at 10 mW, and lowers the gains at 10 to 100 mW by 0.1 to 0.2 dB.
- **Background loss.** A loss of 5 dB/km raises the fibre value from 1.457 to 1.459.
- **Clustered ions.** Suppose 4% of the ions sit in close pairs that exchange energy so fast that at most one ion of each pair stays excited. With half of these ions excited, the most that this exchange allows, \(x=0.96/1.3+0.04\times0.5=0.7585\) and \(n_{sp}=1.467\), or 2.7% above the floor. Under a strong pump that is still much slower than the exchange, stimulated emission lowers the excited share of the pair ions to \(1/(2+r)=0.43\), which raises \(n_{sp}\) to 1.477, or 3.4% above the floor.

The parameters are rough typical values for erbium in silica, which can be pumped in-band near 1480 nm, close to the 1474 nm found in part (e). The difference is not negligible: by the relation of part (e), a 1480 nm pump has \(r=0.341\) and a floor of 1.517, about 6% higher. The 1000 mW case serves to show the limit: 994 mW of that pump leaves the fibre unabsorbed. The uncertainty of \(r\) from line broadening was not sized; an error of 20% in \(r\) would move the floor by about 9%. For a given \(r\) at 295 K, temperature matters more at this signal wavelength than the three effects above: between 268 and 343 K the floor itself moves by about −5% to +9%. A component with power transmission \(t<1\) placed before the fibre reduces \(S\) to \(tS\) and so multiplies the noise factor by \(1/t\). A complete amplifier module can therefore have a higher noise figure than the fibre alone.

## Table of computed values

```
pump emission/absorption ratio r: 0.30
greatest upper fraction x_max: 0.7692
floor of n_sp: 1.4286
Stark-model n_sp, strong pump: 1.4286
high-gain noise factor at floor: 2.857
high-gain noise figure at floor: 4.56 dB
pump threshold for gain, p: 1.429
master-equation gain: 4.0000
master-equation noise photons: 4.2857
master-equation n_sp: 1.4286
master-equation noise factor: 2.3929
random profiles with gain: 436
smallest n_sp among them: 1.4793
temperature: 295 K
pump minus signal photon energy: 30.61 meV
signal wavelength: 1530 nm
pump wavelength: 1474.3 nm
pump absorption cross-section: 2.0e-21 cm2
pump emission cross-section: 6.0e-22 cm2
each signal cross-section: 5.0e-21 cm2
erbium density: 5.0e+18 cm^-3
doped area: 12 um2; overlap: 0.6
lifetime: 10 ms; length: 8 m
input signal: 1 uW
p at 100 mW input: 74.22
pump in 10 mW, out 5.56 mW:
  gain 18.27 dB, n_sp 1.8228, noise figure 5.57 dB
pump in 30 mW, out 24.90 mW:
  gain 24.95 dB, n_sp 1.5304, noise figure 4.85 dB
pump in 100 mW, out 94.55 mW:
  gain 27.13 dB, n_sp 1.4571, noise figure 4.64 dB
pump in 1000 mW, out 994.38 mW:
  gain 27.97 dB, n_sp 1.4314, noise figure 4.56 dB
neglected effects, 100 mW case:
ASE power in rough 10 nm band: 0.250 mW
input-end n_sp without ASE: 1.4566
input-end n_sp with equal backward ASE: 1.4661
fibre n_sp with 5 dB/km loss: 1.4593
clustered ion fraction, rough: 0.04
strong-pump n_sp with clusters half excited: 1.4673
at 268 K: r 0.2657, floor 1.3619
at 343 K: r 0.3551, floor 1.5505
1550 nm signal emission/absorption ratio: 1.509
floor for 1550 nm signal: 1.2482
```
